\section*{Inversion-Layer Gate Leakage from Subband Charge and Quasi-Bound Lifetimes}

\section{A bound subband carries no current}

An inversion layer closed on both sides has real subband wave functions, and a real wave function has no current normal to the oxide. Calculated this way, the gate leakage is zero. The continuum recipe, incident current times transmission probability, does not apply directly either: no beam arrives from deep in the semiconductor, because the electrons are already confined at the interface. Their supply has to be counted as stored charge, and their escape as a rate.

The working hypothesis is
\begin{equation}
J=e\sum_i \frac{n_i}{\tau_i},\qquad \frac1{\tau_i}=f_iT_i ,
\label{goal}
\end{equation}
where $n_i$ is the sheet density of subband $i$, $\tau_i$ its lifetime, $f_i$ the frequency of attempts on the barrier and $T_i$ the transmission probability per attempt. The factors must be found with their prefactors: in the example below, replacing $T$ by the bare tunnelling exponential makes the lowest-subband rate 44\% too large relative to the complex-energy solution of the same model.

Atomic units are used in the algebra ($\hbar=m_e=e=4\pi\epsilon_0=1$), with $e$ kept in $J$ as a reminder. Potential energies are those of an electron:
\begin{equation}
V(z)=\begin{cases}
Fz, & z>0 \quad\text{(semiconductor, mass } m),\\
\Phi+F_{\rm ox}z, & -d<z<0 \quad\text{(oxide, mass } m_{\rm ox}),\\
-F_{\rm ox}d, & z<-d \quad\text{(gate, mass } m_g).
\end{cases}
\end{equation}
The slopes $F$ and $F_{\rm ox}$ are positive. The gate has the same band offset $\Phi$ as the semiconductor, so its edge is $\Phi$ below the oxide edge at $-d$, at $-F_{\rm ox}d$. The equation of motion along $z$ is $-\frac12(\psi'/M)'+V\psi=E\psi$, with $M$ the local mass. Integrating it across an interface shows that $\psi'/M$ is continuous, as is $\psi$.

In-plane motion separates if the in-plane mass is the same in all layers, which is assumed. With a different oxide mass $m_{\rm ox,\parallel}$, a conserved in-plane wavevector $k$ would shift the barrier by $\frac12k^2(1/m_{\rm ox,\parallel}-1/m_\parallel)$, and the lifetime would depend on $k$. For the masses of the example below, an isotropic oxide mass would lower the barrier by 0.6 times the in-plane energy and raise the thermally averaged rate by several per cent. Traps, phonons, the image force and gate depletion are left out.

\section{What the lifetime means}

Let the gate accept electrons and return none. The wave there is $e^{-ik_gz}$, moving towards negative $z$. This condition gives a complex energy $E_r-i\Gamma/2$, so that
\begin{equation}
|\psi(z,t)|^2=|\psi(z)|^2e^{-\Gamma t},\qquad \tau=1/\Gamma .
\end{equation}
Define the stored norm $N=\int_{-d}^{\infty}|\psi|^2dz$ and the outgoing flux $j=-\operatorname{Im}(\psi^*\psi'/M)$ at $z=-d$; the minus sign makes a current towards the gate positive. Conservation of probability says that the norm falls at the rate $j$. Since it also falls at the rate $\Gamma N$,
\begin{equation}
\Gamma=\frac{j}{N}=\frac{j}{|\psi(0)|^2}\,\frac{|\psi(0)|^2}{N}.
\label{split}
\end{equation}
The norm cannot extend to $-\infty$, because the decaying state grows outward in the gate, where it records the larger flux emitted earlier. Any finite cut works if $j$ is taken at the same point; the gate face is the convenient one. The first factor in (\ref{split}) belongs to the oxide and the second to the well. For a small width, both may be evaluated at real energy.

Raising the barrier, $\Phi\to\infty$ at fixed $d$, gives $j\to0$ and $\Gamma\to0$, a closed subband as in the opening paragraph. Thickening the oxide at fixed slope $F_{\rm ox}>0$ would not close it, because the oxide edge eventually falls below the level. For a subband kept at density $n_i$ by the contacts, the loss per area and time is $\Gamma_in_i$, which gives the first part of (\ref{goal}). To hold $n_i$ close to its equilibrium value, the contacts must be able to refill the layer much faster than it leaks.

\section{The well: attempts and interface density}

\subsection{Classical motion}

An electron leaving $z=0$ with energy $E$ turns at $z_t=E/F$. Its speed is $v(z)=\sqrt{2(E-Fz)/m}$. The round trip takes
\begin{equation}
\frac1f=2\int_0^{z_t}\frac{dz}{v}
=2\sqrt{\frac m2}\int_0^{E/F}\frac{dz}{\sqrt{E-Fz}}
=2\sqrt{\frac m2}\,\frac{2\sqrt E}{F}
=\frac{2\sqrt{2mE}}F .
\end{equation}
With $v_s=v(0)=\sqrt{2E/m}$ this is
\begin{equation}
f=\frac{F}{2\sqrt{2mE}}=\frac{F}{2mv_s}.
\label{freq}
\end{equation}
A higher subband strikes the oxide less often: it moves faster, but travels farther.

\subsection{The standing wave}

Near a linear turning point the decaying solution is the Airy function
$\mathrm{Ai}(y)=\pi^{-1}\int_0^\infty\cos(t^3/3+yt)\,dt$. At $y=-x$ with large $x$, the phase is stationary at $t=\sqrt x$, where it equals $-\frac23x^{3/2}$ and has second derivative $2\sqrt x$. The Gaussian integral about that point gives
\begin{equation}
\mathrm{Ai}(-x)\simeq\pi^{-1/2}x^{-1/4}\cos\!\left(\tfrac23x^{3/2}-\tfrac\pi4\right).
\end{equation}
In terms of $k(z)=mv(z)$, the semiclassical wave is therefore
\begin{equation}
\psi=\frac{C}{\sqrt k}\cos\chi,\qquad
\chi(z)=\int_z^{z_t}k\,dz'-\frac\pi4 .
\end{equation}
Because $\chi'=-k$, the leading derivative is $\psi'=C\sqrt k\sin\chi$, and at the interface $\psi'/(m\psi)=v_s\tan\chi(0)$.

On the oxide side the wave dies out towards the gate, so it grows with $z$. With $\kappa(z)=\sqrt{2m_{\rm ox}(V-E)}$, its derivative over mass is $v_0\psi$, where $v_0=\kappa(0)/m_{\rm ox}$. Continuity gives $\tan\chi(0)=v_0/v_s$. Since $\int_0^{z_t}k\,dz=\frac23\sqrt{2m}\,E^{3/2}/F$, the subband energies follow from
\begin{equation}
\frac{2\sqrt{2m}}{3F}E^{3/2}=n\pi+\frac\pi4+\arctan\frac{v_0}{v_s},
\qquad n=0,1,\ldots
\label{levels}
\end{equation}
In the hard-wall limit $v_0\to\infty$ the right side becomes $(n+\frac34)\pi$. A finite barrier makes the arctangent smaller than $\pi/2$ and lowers the level.

The interface density follows from $\cos^2\chi(0)=1/(1+\tan^2\chi(0))=v_s^2/(v_s^2+v_0^2)$. In the norm, $\cos^2\chi$ is replaced by its mean value $\frac12$:
\begin{equation}
\int_0^\infty|\psi|^2dz\simeq\frac{C^2}{2}\int_0^{z_t}\frac{dz}{k}
=\frac{C^2}{2m}\int_0^{z_t}\frac{dz}{v}=\frac{C^2}{4mf}.
\end{equation}
Dividing $|\psi(0)|^2=(C^2/mv_s)\cos^2\chi(0)$ by this norm gives
\begin{equation}
\frac{|\psi(0)|^2}{\int_0^\infty|\psi|^2dz}=\frac{4fv_s}{v_s^2+v_0^2}.
\label{density}
\end{equation}

\subsection{Does this survive for the lowest subband?}

Averaging $\cos^2\chi$ looks doubtful when the wave has no node inside the well. The linear potential permits a check without that step. Multiply $\psi''=2m(Fz-E)\psi$ by $2\psi'$:
\begin{equation}
\frac{d}{dz}(\psi')^2=2m(Fz-E)\frac{d}{dz}\psi^2 .
\end{equation}
Integrate from $0$ to $\infty$, by parts on the right. The wave vanishes at infinity, so
\begin{equation}
-\psi'(0)^2=2mE\,\psi(0)^2-2mF\int_0^\infty\psi^2dz .
\end{equation}
Now write $\psi'(0)=mv_L\psi(0)$, which defines $v_L$, and use $2mE=m^2v_s^2$:
\begin{equation}
\frac{\psi(0)^2}{\int_0^\infty\psi^2dz}=\frac{2F}{m(v_L^2+v_s^2)}
=\frac{4fv_s}{v_s^2+v_L^2},
\end{equation}
where the last form uses (\ref{freq}). The semiclassical density is thus exact for a linear well once $v_0$ is the true logarithmic derivative $v_L$. The errors of the averaging and of the amplitude at the interface cancel. A quadrature test confirms the identity at three energies.

In the hard-wall limit $\psi(0)$ vanishes, and the same integral gives $\psi'(0)^2/\int\psi^2dz=2mF$ for every subband. In a linear well the slope at the wall, which feeds the tunnelling tail, does not depend on $n$. For a general well $V(z)$ the same steps replace $F$ by the mean slope $\int V'\psi^2dz/\int\psi^2dz$ of that subband, which does depend on $n$.

\section{The oxide: first flat, then tilted}

\subsection{A flat barrier}

Take $F_{\rm ox}=0$ inside the oxide, but let the gate speed $v_g$ be arbitrary. With $x=z+d$ and $v=\kappa/m_{\rm ox}$, the oxide wave is $Ae^{\kappa x}+Be^{-\kappa x}$. At the gate face the outgoing wave requires
\begin{equation}
v(A-B)=-iv_g(A+B)\quad\Rightarrow\quad
\frac BA=\frac{v+iv_g}{v-iv_g}.
\end{equation}
Hence $A+B=2vA/(v-iv_g)$, and the flux into the gate is
\begin{equation}
j=v_g|A+B|^2=\frac{4v^2v_g}{v^2+v_g^2}|A|^2 .
\end{equation}
At the semiconductor face $\psi(0)=Ae^{\kappa d}+Be^{-\kappa d}$. Since $|B/A|=1$, the second term is smaller by $e^{-2\kappa d}$ and is dropped for an opaque barrier:
\begin{equation}
\frac{j}{|\psi(0)|^2}=v\,\frac{4vv_g}{v^2+v_g^2}\,e^{-2\kappa d}.
\label{flat}
\end{equation}
The opposite limit, $d\to0$, lies outside this result, because the dropped term is then as large as the one kept.

\subsection{A sloping barrier}

For a slowly varying $\kappa$, use $\kappa^{-1/2}e^{\pm s}$ with $s(z)=\int_{-d}^{z}\kappa\,dz'$. Two derivatives give
\begin{equation}
\left(\kappa^{-1/2}e^{\pm s}\right)''
=\left[\kappa^{3/2}+(\kappa^{-1/2})''\right]e^{\pm s}.
\end{equation}
The terms linear in $\kappa'$ cancel, and the last term is of second order in the variation. At the faces, the derivative $\pm\kappa$ of the exponent is kept and $\kappa'/2\kappa$ is dropped. Since $\kappa'=m_{\rm ox}F_{\rm ox}/\kappa$, this requires $m_{\rm ox}F_{\rm ox}/(2\kappa^3)\ll1$.

Let $v_d=\kappa(-d)/m_{\rm ox}$ and $S=s(0)$. The gate condition is the previous one with $v\to v_d$. The new amplitudes are $|\psi(-d)|^2=|A+B|^2/\kappa(-d)$ and $|\psi(0)|^2=|A|^2e^{2S}/\kappa(0)$. Their ratio contributes $\kappa(0)/\kappa(-d)=v_0/v_d$, so
\begin{equation}
\frac{j}{|\psi(0)|^2}
=v_g\frac{v_0}{v_d}\frac{4v_d^2}{v_d^2+v_g^2}e^{-2S}
=v_0\,\frac{4v_dv_g}{v_d^2+v_g^2}\,e^{-2S}.
\label{tilt}
\end{equation}
Direct integration of $\kappa$ gives
\begin{equation}
S=\frac{2\sqrt{2m_{\rm ox}}}{3F_{\rm ox}}
\left[(\Phi-E)^{3/2}-(\Phi-F_{\rm ox}d-E)^{3/2}\right].
\end{equation}
For small $F_{\rm ox}d$ the bracket is $\frac32(\Phi-E)^{1/2}F_{\rm ox}d$, and $S\to\kappa d$, which recovers (\ref{flat}).

\subsection{Identifying the transmission}

Suppose the same oxide received a wave from a flat semiconductor lead, $ae^{-ikz}+be^{ikz}$. At $z=0$, $a+b=\psi(0)$ and $-iv_s(a-b)=v_0\psi(0)$. Adding the two conditions gives $a=\frac12\psi(0)(1+iv_0/v_s)$. The incident flux is $v_s|a|^2=|\psi(0)|^2(v_s^2+v_0^2)/(4v_s)$. Dividing the transmitted flux by it yields
\begin{equation}
T=\frac{4v_sv_0}{v_s^2+v_0^2}\,
\frac{4v_dv_g}{v_d^2+v_g^2}\,e^{-2S}.
\label{trans}
\end{equation}
The product of (\ref{density}) and (\ref{tilt}) is $f$ times this same expression. Thus (\ref{split}) gives $\Gamma=fT$, with one step left: the norm inside the oxide has been dropped. Near the semiconductor face $|\psi|^2\simeq|\psi(0)|^2e^{2\kappa(0)z}$, whose integral is $|\psi(0)|^2/2\kappa(0)$. Relative to the well norm it is
\begin{equation}
\frac{N_{\rm ox}}{N_{\rm well}}\simeq
\frac{F}{m\kappa(0)(v_0^2+v_s^2)},
\end{equation}
which is $8\times10^{-4}$ for the lowest subband of the example.

The rate varies between subbands, but two of its factors nearly compensate each other. The attempt frequency and the semiconductor-face factor combine to
\begin{equation}
f\frac{4v_sv_0}{v_s^2+v_0^2}=\frac{2Fv_0}{m(v_0^2+v_s^2)}
\longrightarrow\frac{2F}{mv_0}\qquad(v_s\ll v_0).
\label{cancel}
\end{equation}
The subband speed cancels. Rarer attempts are offset by better matching at the interface, as the common wall slope $2mF$ already suggested. This compensation belongs to the linear well, where all subbands share one $F$.

The result needs $E<\Phi-F_{\rm ox}d$, with some margin. When the level approaches the oxide edge at the gate, $\kappa(-d)\to0$ and the slope condition fails. Beyond that point the turning point lies inside the oxide, and the gate-face factor must be derived again.

\section{Supplying the subbands}

\subsection{Slopes from charge}

Let $N_{\rm inv}$ and $N_{\rm dep}$ be the inversion and depletion charges per area, the latter located beyond the electron layer. Without interface charge, Gauss's law gives
\begin{equation}
F_{\rm ox}=\frac{4\pi(N_{\rm dep}+N_{\rm inv})}{\epsilon_{\rm ox}}.
\end{equation}
Inside the layer, the slope at $z$ is set by the charge beyond $z$. If $c(z)$ is the fraction of inversion electrons between $0$ and $z$, their distribution is $c'(z)$ and the mean slope they feel is
\begin{equation}
F=\frac{4\pi}{\epsilon_s}\int_0^\infty c'
\left[N_{\rm dep}+N_{\rm inv}(1-c)\right]dz
=\frac{4\pi}{\epsilon_s}\left(N_{\rm dep}+\frac{N_{\rm inv}}2\right),
\end{equation}
because $\int_0^1(1-c)\,dc=\frac12$. Using this mean as a constant slope is the triangular-well model. It does not replace a self-consistent potential, which is steeper at the interface and flatter farther in. There the excited subbands feel a smaller mean slope than the lowest and lie closer to it, so they hold more charge, and their widths can fall with $n$ instead of rising as in the example below.

\subsection{Densities and return flow}

With $g$ valleys and two spins,
\begin{equation}
n_i=2g\int\frac{d^2k}{(2\pi)^2}\,
\frac1{1+e^{(E_i+k^2/2m_\parallel-\mu)/k_BT_L}},
\end{equation}
where $T_L$ is the lattice temperature. The angle gives $2\pi$, and $k\,dk=m_\parallel d\varepsilon$ turns this into an elementary integral:
\begin{equation}
n_i=\frac{gm_\parallel}{\pi}k_BT_L
\ln\!\left(1+e^{(\mu-E_i)/k_BT_L}\right).
\end{equation}
The Fermi level $\mu$ follows from $\sum_in_i=N_{\rm inv}$.

The gate also sends electrons back. For elastic tunnelling with conserved in-plane wavevector, both directions have the same rate $\Gamma$. With occupations $p_s$ and $p_g$ the net flow is $\Gamma[p_s(1-p_g)-p_g(1-p_s)]=\Gamma(p_s-p_g)$. Hence
\begin{equation}
J=e\sum_i f_iT_i\left[n_i(\mu)-n_i(\mu_g)\right].
\end{equation}
It vanishes when $\mu_g=\mu$, as equilibrium demands. When the gate Fermi level is many $k_BT_L$ below both $\mu$ and the lowest subband, the second term is negligible and (\ref{goal}) is recovered. Lying far below the subbands is not enough: if $\mu$ is far below them too, the ratio of return to outgoing flow is $e^{-(\mu-\mu_g)/k_BT_L}$, which is small only when $\mu-\mu_g\gg k_BT_L$.

\section{A worked layer}

The parameters are round model values: $N_{\rm inv}=5\times10^{-4}$ and $N_{\rm dep}=1\times10^{-4}\,\text{\AA}^{-2}$, $\epsilon_s=12$, $\epsilon_{\rm ox}=4$, $\Phi=3$ eV, $d=15$ \AA, $m=m_g=0.9$, $m_{\rm ox}=0.5$, $m_\parallel=0.2$, $g=2$ and 300 K. The slopes are $F=0.00528$ and $F_{\rm ox}=0.02714$ eV/\AA. Their ratio is $(6/4)/(3.5/12)=5.14$, as the charge formulas require. The oxide drop is $0.02714\times15=0.407$ eV, so all levels used lie well below the oxide edge at the gate.

For the lowest subband, (\ref{levels}) gives $E_0=0.1091$ eV. Then $\hbar f_0=0.01644$ eV, $2S=17.81$, and the face factors are 0.567 and 1.219:
\begin{align}
T_0&=0.567\times1.219\times e^{-17.81}=1.27\times10^{-8},\\
\Gamma_0&=0.01644\times1.27\times10^{-8}
=2.09\times10^{-10}\ \text{eV}.
\end{align}
The lifetime is $3.15\times10^{-6}$ s. Refilling has to be much faster than this.

In the next subband the attempt energy falls to 0.01228 eV while the semiconductor-face factor rises to 0.758. The products $0.01644\times0.567$ and $0.01228\times0.758$ are both 0.0093 eV, the cancellation of (\ref{cancel}). The width nevertheless grows by a factor 1.43. The smaller action supplies $e^{0.2886}=1.33$, and the gate face supplies $1.312/1.219=1.08$.

The first two densities are $4.69\times10^{-4}$ and $2.90\times10^{-5}\,\text{\AA}^{-2}$. Summing four subbands,
\begin{equation}
\frac{\hbar J}{e}=(9.80+0.87+0.08+0.01)\times10^{-14}
=1.08\times10^{-13}\ \text{eV/\AA}^2,
\end{equation}
or $J=0.26$ A/cm$^2$. The excited subbands hold 6\% of the charge and carry 9\% of the current. These shares and $J$ refer to a single ladder in a linear well. A silicon (100) layer also has four valleys with a light mass normal to the interface, near 0.2. At 300 K they hold a sizeable part of the charge and, since (\ref{cancel}) scales as $1/m$, leak several times faster, so they can carry most of the current. A fifth would add about $10^{-4}$ of the total. With the gate Fermi level at the gate band edge, 0.53 eV below $\mu$, the return flow is about $2\times10^{-9}$ of $J$.

At fixed charge, $J$ falls by a factor 279 from 10 to 15 \AA\ and by 247 from 15 to 20 \AA, where one decade costs 2.1 \AA. The weaker second drop follows from $dS/dd=\kappa(-d)$: a thicker oxide adds its new layer at the gate side, where the barrier is lower. The gate-face factor rises with $d$, since $v_d$ and $v_g$ approach each other here. It reduces the first drop by a factor 1.16 and the second by 1.12, so it opposes this trend without reversing it.

The comparison solution uses Airy functions in the well and oxide and finds the complex energy directly. For the lowest subband, $fT$ is 0.24\% below its width. Equation (\ref{levels}) puts the level 0.8 meV too low, and the change of width between the first two subbands, about 4.2 per eV in the logarithm, turns this into a deficit of 0.34\%. The level error therefore accounts for the sign, with a smaller error of opposite sign left over. The tests require agreement within 3\% for all four widths and for the total current.

The decay rate was also tested by propagating a wave packet through a more transparent barrier. Between two chosen times, the charge in the well fell at a mean rate corresponding to a width of $1.916\times10^{-3}$ eV, against $1.927\times10^{-3}$ eV from the complex energy and $1.906\times10^{-3}$ eV from $fT$. These agreements test the approximations and the numerical work within the model; they say nothing about the omitted traps, phonons, image force, further valleys, in-plane mass mismatch and self-consistent potential.

\section*{Values computed for the example and the checks}
\begin{verbatim}
N_inv, N_dep = 5.0e-04, 1.0e-04 1/angstrom^2
eps_s, eps_ox = 12, 4; valleys = 2
barrier = 3.0 eV; oxide thickness = 15 angstrom
m, mox, mg, m_par = 0.9, 0.5, 0.9, 0.2 m_e
T = 300 K; kT = 0.02585 eV
well slope F = 0.005278 eV/angstrom
oxide slope Fox = 0.027143 eV/angstrom
oxide drop = 0.4071 eV
Fermi level mu = 0.12650 eV
mu minus gate Fermi level (at gate band edge) = 0.5336 eV
subband 0: E = 0.10910 eV; pole E = 0.10991 eV
  hbar f = 1.64378e-02 eV; 2S = 17.8115
  face factors = 0.5673, 1.2185; T = 1.2712e-08
  width fT = 2.0895e-10 eV; pole width = 2.0945e-10 eV
  n = 4.6881e-04 1/angstrom^2; current share = 0.91091
subband 1: E = 0.19542 eV; pole E = 0.19567 eV
  hbar f = 1.22822e-02 eV; 2S = 17.5229
  face factors = 0.7577, 1.3116; T = 2.4388e-08
  width fT = 2.9954e-10 eV; pole width = 2.9955e-10 eV
  n = 2.9043e-05 1/angstrom^2; current share = 0.08090
subband 2: E = 0.26576 eV; pole E = 0.26588 eV
  hbar f = 1.05321e-02 eV; 2S = 17.2840
  face factors = 0.8819, 1.3813; T = 3.7961e-08
  width fT = 3.9981e-10 eV; pole width = 3.9960e-10 eV
  n = 1.9726e-06 1/angstrom^2; current share = 0.00733
subband 3: E = 0.32787 eV; pole E = 0.32794 eV
  hbar f = 9.48224e-03 eV; 2S = 17.0704
  face factors = 0.9777, 1.4390; T = 5.4284e-08
  width fT = 5.1473e-10 eV; pole width = 5.1435e-10 eV
  n = 1.7890e-07 1/angstrom^2; current share = 0.00086
lowest subband: fT/pole width = 0.99760
lowest subband: f exp(-2S)/pole width = 1.4431
lowest subband lifetime = 3.1501e-06 s
oxide norm / well norm = 8.191e-04; formula 8.066e-04
hbar J/e = 1.0754e-13 eV/angstrom^2
J = 2.6176e-01 A/cm^2; from poles 2.6248e-01 A/cm^2
fifth subband / J = 1.20e-04; return flow / J = 1.88e-09
d = 10 angstrom: hbar J/e = 3.0034e-11 eV/angstrom^2
d = 15 angstrom: hbar J/e = 1.0754e-13 eV/angstrom^2
d = 20 angstrom: hbar J/e = 4.3457e-16 eV/angstrom^2
thickness per decade, 15 to 20 angstrom = 2.089 angstrom
leaky test: F, Fox = 0.02, 0.06 eV/angstrom; barrier 1.5 eV; d 5 angstrom
  width: propagation 1.9162e-03 eV; pole 1.9274e-03 eV
  width fT = 1.9061e-03 eV
\end{verbatim}
